# Cell Area and Average Emergent Field of a Hexagonal Skyrmion Lattice

## Problem

A thin magnetic film carries three helical modulations, each of wavelength \(L=18\) nm. Their wave vectors lie in the film plane at 120° to one another, and a uniform component of the magnetic texture points along the film normal \(\hat z\). Together they form a hexagonal skyrmion lattice.

Find the area of its unit cell. Then find the average emergent magnetic field felt by a conduction electron whose spin follows the texture, and show where the flux per skyrmion comes from.

## A tempting solution

The texture repeats every 18 nm, so neighbouring skyrmions are 18 nm apart. A hexagonal lattice with spacing \(a\) has cell area \(\sqrt3a^2/2\), so

\[
S=\frac{\sqrt3}{2}(18\ \text{nm})^2=280.6\ \text{nm}^2 .
\]

With one flux quantum \(h/e=4135.67\ \text{T nm}^2\) per skyrmion,

\[
B=\frac{4135.67}{280.59}\ \text{T}=14.7\ \text{T}.
\]

## Where it fails

The area formula is right, but the wrong length has been put into it. A modulation wavelength is the distance between successive parallel crest lines, measured at right angles to them. In a triangular arrangement of cores, the crest lines run along rows of cores. The distance between neighbouring rows is the height of an equilateral triangle, while the core spacing is its side:

\[
L=\frac{\sqrt3}{2}a,\qquad a=\frac{2L}{\sqrt3}=20.8\ \text{nm}.
\]

Confusing the two makes the area too small by a factor \(3/4\) and the field too large by \(4/3\). The solution also took the flux \(h/e\) on trust. That value is correct here, but it has conditions, which the derivation below brings out.

## The unit cell

Let \(q=2\pi/L=0.3491\ \text{nm}^{-1}\) and choose

\[
\mathbf q_1=q(1,0),\quad
\mathbf q_2=q\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\mathbf q_3=-\mathbf q_1-\mathbf q_2 .
\]

A translation leaves the texture unchanged if it changes each phase \(\mathbf q_j\cdot\mathbf r\) by a multiple of \(2\pi\). The third phase follows from the first two, so the primitive translations satisfy \(\mathbf a_i\cdot\mathbf q_j=2\pi\delta_{ij}\) for \(i,j=1,2\). The solution is

\[
\mathbf a_1=L\left(1,\tfrac1{\sqrt3}\right),\qquad
\mathbf a_2=L\left(0,\tfrac2{\sqrt3}\right).
\]

For instance, \(\mathbf a_1\cdot\mathbf q_2=qL(-\tfrac12+\tfrac12)=0\). Both vectors have length \(2L/\sqrt3\), in agreement with the triangle argument. The area is

\[
S=|a_{1x}a_{2y}-a_{1y}a_{2x}|=\frac{2L^2}{\sqrt3}
=\frac{2(18)^2}{1.732}\ \text{nm}^2=374.1\ \text{nm}^2 .
\]

A direct count supports this. A square slightly under 1000 nm on a side contains 2640 cores, or 376.9 nm² per core. The count is about 20 below the value expected from \(S\), less than one edge row of about 48 cores. The mistaken area would have required about 3550 cores.

## How the texture acts on an electron

Let \(\mathbf n\) be the unit direction of the texture. Take an electron of charge \(-e\), with \(e>0\), and mass \(\mu\), whose energy is

\[
H=\frac{\mathbf p^2}{2\mu}-J\,\boldsymbol\sigma\cdot\mathbf n(\mathbf r),\qquad J>0 .
\]

The lower spin state \(\chi\) points along \(\mathbf n\). The opposite state \(\chi'\) lies higher by \(\Delta=2J\). If \(\Delta\) is large compared with the coupling between the two states, the wave function stays close to \(f(\mathbf r)\chi(\mathbf r)\), where \(f\) describes the orbital motion. This is the adiabatic assumption.

The momentum operator also differentiates the spin state:

\[
\langle\chi|\mathbf p(f\chi)\rangle
=\left(\mathbf p-i\hbar\langle\chi|\nabla\chi\rangle\right)f .
\]

For charge \(-e\), a vector potential enters as \(\mathbf p+e\mathbf A\). Comparison gives

\[
\mathbf A=-\frac{i\hbar}{e}\langle\chi|\nabla\chi\rangle .
\]

The kinetic energy contains \(\mathbf p\) twice. Between the two factors the electron may pass through \(\chi\) or \(\chi'\). The first path gives \((\mathbf p+e\mathbf A)^2/2\mu\). The second gives the scalar term \(|\langle\chi'|\mathbf p\chi\rangle|^2/2\mu\), which shifts the energy but contributes nothing to the magnetic field.

With polar angle \(\theta\) and azimuth \(\phi\) of \(\mathbf n\), write

\[
\chi=\begin{pmatrix}\cos(\theta/2)\\ e^{i\phi}\sin(\theta/2)\end{pmatrix}.
\]

In \(\langle\chi|\nabla\chi\rangle\) the two terms with \(\nabla\theta\) are \(\mp\tfrac12\sin(\theta/2)\cos(\theta/2)\nabla\theta\) and cancel. What remains is \(i\sin^2(\theta/2)\nabla\phi\), so

\[
\mathbf A=\frac{\hbar}{e}\sin^2\frac{\theta}{2}\,\nabla\phi
=\frac{\hbar}{2e}(1-\cos\theta)\nabla\phi .
\]

Its curl along \(z\) is

\[
B=\frac{\hbar}{2e}\sin\theta
\left(\partial_x\theta\,\partial_y\phi-\partial_y\theta\,\partial_x\phi\right)
=\frac{\hbar}{2e}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).
\]

The last form follows from \(\partial_i\mathbf n=\partial_i\theta\,\mathbf e_\theta+\sin\theta\,\partial_i\phi\,\mathbf e_\phi\) and \(\mathbf e_\theta\times\mathbf e_\phi=\mathbf n\). The triple product is the solid angle swept by \(\mathbf n\) per unit film area. One full covering of the sphere, \(4\pi\), therefore gives \((\hbar/2e)4\pi=h/e\).

A ring provides a separate case. Let \(\mathbf n\) keep a 60° tilt from the axis while its azimuth follows the position around the ring. The Berry flux is \((1-\cos60^\circ)/2=0.25\) in units of \(h/e\). Add a real flux of \(0.1\,h/e\). In units of \(\hbar^2/(2\mu R^2)\), with \(R\) the ring radius, the adiabatic levels measured from \(-J\) should be

\[
(k+0.1+0.25)^2+\tfrac14\sin^2 60^\circ,\qquad k=0,\pm1,\ldots
\]

For \(J=2000\) of these units, diagonalization with both spin states gives the four lowest levels to within \(4.8\times10^{-4}\) units. Reversing the sign of the Berry flux would move the lowest level by 0.1 unit, so this comparison tests the sign as well as the size.

## Why the flux per cell is \(h/e\)

It remains to show that the three modulations cover the sphere once. Write \(\alpha_j=\mathbf q_j\cdot\mathbf r\) and let \(\hat{\mathbf q}_j\) be the unit wave vectors. The relative phases of the modulations matter too. A shift of origin can absorb two of them but cannot change the sum of all three. Here we assume the lattice in which all three modulations point down together at the core, and we put the origin there. With the helix amplitude as unit, the texture before normalization is

\[
\mathbf m=m_0\hat z-\sum_{j=1}^3
\left[\hat z\cos\alpha_j+(\hat z\times\hat{\mathbf q}_j)\sin\alpha_j\right],
\qquad \mathbf n=\frac{\mathbf m}{|\mathbf m|}.
\]

The in-plane part vanishes when \(\sum_j\hat{\mathbf q}_j\sin\alpha_j=0\). The three unit vectors sum to zero and any two are independent, so all three sines must be equal. Each phase is then either \(\beta\) or \(\pi-\beta\), and the three phases add to zero modulo \(2\pi\). If all are equal, they are \(0\) or \(\pm2\pi/3\). If they are not all equal, the sum condition leaves two phases equal to \(\pi\) and one equal to zero. Each cell thus contains these points:

- one core, with phases \((0,0,0)\) and \(m_z=m_0-3\);
- two corner points, with all phases \(2\pi/3\) or all \(-2\pi/3\), and \(m_z=m_0+3/2\);
- three midpoints, with phases \((0,\pi,\pi)\) or a permutation, and \(m_z=m_0+1\).

For \(-1<m_0<3\), the core is the one point in the cell where \(\mathbf n\) points straight down. This matters because \(\mathbf A\) is singular there. Where \(\mathbf n\) points up, the factor \(1-\cos\theta\) removes the singularity of \(\nabla\phi\).

Choose the cell with the core inside it and cut out a small disc around the core. Stokes' theorem gives the flux through the rest as the circulation of \(\mathbf A\) around the outer boundary minus that around the disc, both anticlockwise. The outer circulation is zero, because \(\mathbf A\) is periodic and opposite sides are traversed in opposite directions. At the disc \(\theta\to\pi\), so \(\mathbf A\to(\hbar/e)\nabla\phi\). If \(\phi\) turns \(w\) times around the core, the circulation is \(2\pi w\hbar/e=wh/e\). The field is finite at the core, so the flux through the disc vanishes as the disc shrinks. Hence

\[
\Phi=-w\frac he .
\]

To find \(w\), expand near the core with \(\sin\alpha_j\approx q\,\hat{\mathbf q}_j\cdot\mathbf r\). For three directions at 120°, \(\sum_j\hat{\mathbf q}_j(\hat{\mathbf q}_j\cdot\mathbf r)=\tfrac32\mathbf r\), so

\[
\mathbf m_\parallel\approx-\frac32q\,\hat z\times\mathbf r .
\]

This vector is \(\mathbf r\) turned by a fixed 90° and rescaled. It rotates once anticlockwise as \(\mathbf r\) does, so \(w=+1\) and \(\Phi=-h/e\). The skyrmion number, defined as the covered solid angle divided by \(4\pi\), is \(-1\).

## The average field

The magnitude of the average field is flux divided by area:

\[
|\bar B|=\frac{h/e}{2L^2/\sqrt3}=\frac{\sqrt3\,h}{2eL^2}
=\frac{4135.67}{374.12}\ \text{T}=11.05\ \text{T}.
\]

The answer is therefore about 11 T. For spin along \(\mathbf n\) the signed value is \(-11\) T, and for spin against \(\mathbf n\) it is \(+11\) T. If \(\mathbf n\) denotes the magnetization, note that an electron's magnetic moment is opposite to its spin, so an electron with its moment along \(\mathbf n\) has the positive sign.

The number also depends on the convention for charge. Here the electron couples to the emergent field with its ordinary charge. If a coupling of magnitude \(e/2\) is assigned instead, the quoted field doubles and the force stays the same. In neither case is this a field that a magnetometer would register.

At fixed skyrmion number the field varies as \(L^{-2}\). It is 12.4 T for \(L=17\) nm and 9.9 T for \(L=19\) nm, so a change of 1 nm moves the result by roughly a tenth.

## What the average hides

The average does not depend on \(m_0\) within the stated window, but the local field does. For \(m_0=1\) it ranges from \(-25.7\) T to \(+3.6\) T over the sampled cell.

The positive patches can be traced to the corner points. There \(\cos\alpha_j=-\tfrac12\), and the in-plane part grows as \(\tfrac34q\) per unit distance with winding \(+1\), as at the core. The texture points up, however, so the sign of the solid angle is reversed. With \(|\mathbf m|=m_0+\tfrac32=2.5\) and \(\hbar/2e=(h/e)/4\pi=329.1\ \text{T nm}^2\),

\[
B_{\rm corner}=329.1\left(\frac{0.75\times0.3491}{2.5}\right)^2\text{T}
=3.6\ \text{T}.
\]

The same calculation at the core, with slope \(\tfrac32q\) and \(|\mathbf m|=2\), gives \(-22.6\) T. The strongest field therefore lies away from the core centre.

The flux itself changes when \(m_0\) leaves the window. For \(m_0>3\) no point of the cell points down, and the total flux is zero although the texture is still modulated. For \(-\tfrac32<m_0<-1\) the three midpoints also point down. Near the midpoint with phases \((0,\pi,\pi)\), the gradient of \(\sum_j\cos\alpha_j\) is \(-q^2(\tfrac12x,-\tfrac32y)\), with \(x,y\) measured from that point. The opposite signs make it wind by \(-1\), and so does the in-plane texture, which is this gradient turned by 90° and rescaled. By symmetry the other midpoints do the same. The flux is then \(-(1-3)h/e=+2h/e\). Integration of the solid angle gives skyrmion numbers 2 at \(m_0=-1.2\), \(-1\) at \(m_0=-0.7,0,1,2.5\), and 0 at \(m_0=4\). Three modulations alone do not guarantee one flux quantum per cell.

## Comparison with a real magnet

The helimagnet MnSi has a skyrmion lattice at roughly 28 K and 0.2 T. Its helix wavelength is about 18 nm at low temperature and shortens to about 16.5 nm near 28 K, where the formula gives about 13 T; we keep 18 nm below. The emergent average calculated here is about 55 times that applied field. To judge the assumptions, take rough values: electron speed \(10^5\) m/s, exchange splitting 0.5 eV, mean free path 10 nm, Fermi wave number 5 nm⁻¹ and net spin polarization 0.1. These are separate orders of magnitude for a metal with several bands, and they do not describe one parabolic band. In such a band the speed and wave number would give a Fermi energy of \(\hbar vk_F/2\approx0.16\) eV, less than the splitting, and all carriers would have the same spin. Of the corrections estimated here, the largest comes from dropping the assumption of a single spin species. Opposite spins feel opposite fields. If both spin species have the same mobility, weighting by the polarization leaves \(0.1\times11.05=1.1\) T as a rough effective field for a Hall response. Each species enters that response with its density times the square of its mobility, so at this small polarization a mobility difference of ten per cent can nearly double the value or nearly cancel it. The topological Hall signal measured in MnSi near 28 K corresponds to only a few tenths of a tesla, several times less than this estimate. Spin–orbit coupling in the conduction bands is also left out, and its effect is not estimated here.

The adiabatic assumption holds well for these values when \(m_0=1\). A moving electron sees its exchange direction turn, which couples the two spin states with strength \(c=\hbar v|\partial_s\mathbf n|/2\), where \(s\) is distance along its path. To leading order the opposite spin is mixed in with amplitude \(c/\Delta\), and the energy falls by \(c^2/\Delta\). On the ring the speed differs between the two spin states, and \(v\) must be their mean, because \(\mathbf p^2\) couples them through one factor of \(\mathbf p\) that changes the spin state and one that acts before or after the change. For the lowest level (\(k=0\)) the kinetic momenta are \(0.1+\sin^2 30^\circ=0.35\) in \(\chi\) and \(0.1+\cos^2 30^\circ=0.85\) in \(\chi'\), in units of \(\hbar/R\), with mean 0.60. In ring energy units this gives \(c=0.60\sin60^\circ=0.52\). With \(J=200\), so \(\Delta=400\), the predicted shift is \(c^2/\Delta=6.750\times10^{-4}\), and diagonalization gives \(6.740\times10^{-4}\). For the electrons of the metal the difference between the two speeds is small, because at \(m_0=1\) the texture turns by at most about 0.35 rad per nm, while the Fermi wave number is 5 nm⁻¹. For the lattice, with the splitting scaled by the local \(|\mathbf m|\), the largest amplitude at \(m_0=1\) is 0.027, a probability of \(7\times10^{-4}\). It scales inversely with the splitting, reaching 0.13 for 0.1 eV, and it depends strongly on \(m_0\): the same estimate gives 0.06 at \(m_0=0\), about 0.4 at \(m_0=2.5\) and about 0.7 at \(m_0=-0.7\). Near the edges of the window \(|\mathbf m|\) almost vanishes at some point of the cell and the spin no longer follows the texture there, although the skyrmion number is still \(-1\). The thermal energy of 2.4 meV and the scattering width of 6.6 meV are also small beside 500 meV.

An 11 T average does not imply closed electron orbits. The orbit radius would be \(\hbar k_F/(e|\bar B|)\approx300\) nm, about thirty times the mean free path, so an electron scatters long before completing a turn. The mean free path is also shorter than the core spacing, so one free flight does not sample a whole cell. The average field describes the mean sideways force when the drifting electrons are spread evenly over the cell and each is deflected only slightly between collisions. If the splitting scales with \(|\mathbf m|\), the exchange energy varies by about 0.1 eV across the cell at \(m_0=1\), so the spread and the polarization need not be even. Weighting the local field by \(|\mathbf m|\) gives \(-10.2\) T at \(m_0=1\) and about \(-7\) T at \(m_0=2\). The numerical output lists the values used here.

## Numbers as computed

```
modulation wavelength L = 18.0 nm
wave number q = 0.3491 1/nm
core spacing a = 20.78 nm
unit-cell area S = 374.12 nm^2
unit-cell area S = 3.7412e-16 m^2
cores counted in large square = 2640
area per counted core = 376.9 nm^2
flux quantum h/e = 4135.67 T nm^2
flux quantum h/e = 4.135668e-15 Wb
average field magnitude = 11.05 T
signed average, spin along n = -11.05 T
uniform part m0 in example = 1.0 helix amplitudes
in-plane winding at core = 1.000
skyrmion number per cell at m0 = -1.2: 2.0000
skyrmion number per cell at m0 = -0.7: -1.0000
skyrmion number per cell at m0 = 0.0: -1.0000
skyrmion number per cell at m0 = 1.0: -1.0000
skyrmion number per cell at m0 = 2.5: -1.0000
skyrmion number per cell at m0 = 4.0: -0.0000
most negative local field = -25.72 T
most positive local field = 3.61 T
largest Berry-phase/formula difference = 1.1e-02 T
area if L is mistaken for spacing = 280.59 nm^2
field if L is mistaken for spacing = 14.74 T
average field for L = 17 nm: 12.39 T
average field for L = 19 nm: 9.92 T
ring test: Berry flux = 0.250 h/e
ring test: largest level error = 4.8e-04 ring units
ring test: nonadiabatic shift = 6.740e-04 ring units
ring test: predicted shift = 6.750e-04 ring units
rough electron speed = 1e+05 m/s
rough exchange splitting = 0.5 eV
rough mean free path = 10 nm
rough Fermi wave number = 5 1/nm
rough net polarization = 0.1
rough applied field = 0.2 T
rough temperature = 28 K
smallest |m| / largest |m| = 0.69
largest spin-mixing amplitude = 0.027
largest spin-mixing probability = 7.0e-04
thermal energy = 2.41 meV
scattering broadening = 6.58 meV
orbit radius in average field = 298 nm
mean free path / orbit radius = 0.034
polarization-weighted field = 1.11 T
average field / applied field = 55
```
